# Stiffness of an unrestricted solid-on-solid step with and without tilt: a numerical check

```python
"""
Result under test: an unrestricted solid-on-solid step, on average along a
close-packed row, has stiffness  (2 kT / a) sinh^2(E / 2kT).
E: energy per unit of kink height; a: lattice spacing; T: temperature;
stiffness = beta + beta'' with beta(theta) the step free energy per length.
The tilted generalisation and the fluctuation law are tested too.
Reduced quantities: x = E/kT, and stiffness in units of kT/a.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

K_EV = constants.k / constants.e            # Boltzmann constant, eV/K
kinks = np.arange(-400, 401)


def stiffness_zero_tilt(x):
    return 2 * np.sinh(x / 2) ** 2


def stiffness_tilted(x, theta):
    p, c, s = np.tan(theta), np.cosh(x), np.sinh(x)
    r = np.sqrt(1 + (p * s) ** 2)
    return (1 + p * p) ** 1.5 * s * s / (r * (c + r))


def mean_square_kink(weights):
    return np.sum(kinks ** 2 * weights) / np.sum(weights)


def line_free_energy(x, theta):
    """beta*a/kT from explicit kink sums and a numerical Legendre transform."""
    slope = np.tan(theta)

    def slope_error(u):
        w = np.exp(-x * np.abs(kinks) + u * kinks)
        return np.sum(kinks * w) / np.sum(w) - slope

    edge = 0.95 * x
    u = brentq(slope_error, -edge, edge, xtol=1e-13)
    log_sum = np.log(np.sum(np.exp(-x * np.abs(kinks) + u * kinks)))
    return np.cos(theta) * (x + u * slope - log_sum)


def stiffness_from_angle(x, theta, h=0.005):
    b = [line_free_energy(x, theta + j * h) for j in range(-2, 3)]
    second = (-b[0] + 16 * b[1] - 30 * b[2] + 16 * b[3] - b[4]) / (12 * h * h)
    return b[2] + second


def end_height_distribution(x, columns, size=4096):
    """Probability of each end height, by repeated convolution of one kink."""
    kernel = np.zeros(size)
    np.add.at(kernel, kinks % size, np.exp(-x * np.abs(kinks)))
    kernel /= kernel.sum()
    prob = np.fft.ifft(np.fft.fft(kernel) ** columns).real
    heights = np.fft.fftfreq(size, 1 / size)
    return heights, prob


def curvature_at_fixed_ends(x, columns, height, step):
    """Second derivative in slope of the free energy per column (kT)."""
    _, prob = end_height_distribution(x, columns)
    f = [-np.log(prob[height + j]) for j in (-step, 0, step)]
    return columns * (f[0] - 2 * f[1] + f[2]) / step ** 2


# Parameters of the worked example
E, a, T = 0.15, 0.4, 900.0                  # eV, nm, K
length, terrace = 100.0, 20.0               # nm
kT = K_EV * T
x = E / kT
z = np.exp(-x)
unit = kT / a                               # eV/nm
stiff = unit * stiffness_zero_tilt(x)

# Mean square kink from the explicit sum
for xx in (0.3, 1.0, x, 5.0):
    direct = mean_square_kink(np.exp(-xx * np.abs(kinks)))
    assert abs(direct * stiffness_zero_tilt(xx) - 1) < 1e-9
msk = mean_square_kink(np.exp(-x * np.abs(kinks)))

# Stiffness from its definition, by differentiating beta in angle
for xx in (1.0, x, 3.0):
    for degrees in (0, 10, 30, 45):
        th = np.radians(degrees)
        num = stiffness_from_angle(xx, th)
        assert abs(num / stiffness_tilted(xx, th) - 1) < 1e-4
    num = stiffness_from_angle(xx, 0.0)
    assert abs(num / stiffness_zero_tilt(xx) - 1) < 1e-4
    num = stiffness_from_angle(xx, np.pi / 4)
    assert abs(num / (np.sqrt(2) * np.tanh(xx) ** 2) - 1) < 1e-4
stiff_angle = unit * stiffness_from_angle(x, 0.0)

# Long steps with fixed ends; finite length leaves errors of order 1/columns
curv = curvature_at_fixed_ends(x, 4000, 0, 10)
assert abs(curv / stiffness_zero_tilt(x) - 1) < 3e-3
curv_tilt = curvature_at_fixed_ends(x, 400, 80, 4)
expected = stiffness_tilted(x, np.arctan(0.2)) / (1 + 0.2 ** 2) ** 1.5
assert abs(curv_tilt / expected - 1) < 0.02

# Wandering of a finite segment
columns = int(round(length / a))
heights, prob = end_height_distribution(x, columns)
variance = a * a * np.sum(heights ** 2 * prob)          # nm^2
assert abs(variance / (kT * length / stiff) - 1) < 1e-8
far = np.abs(heights) * a >= terrace / 2 - 1e-9
chance_far = prob[far].sum()

# Limits and fall with temperature
assert abs(1 / mean_square_kink(np.exp(-15.0 * np.abs(kinks)))
           / (0.5 * np.exp(15.0)) - 1) < 1e-5
assert abs(1 / mean_square_kink(np.exp(-0.1 * np.abs(kinks)))
           / (0.5 * 0.1 ** 2) - 1) < 2e-3
temps = np.array([500.0, 700.0, 900.0, 1100.0, 1500.0])
by_temp = np.array([K_EV * t / a
                    / mean_square_kink(np.exp(-E / (K_EV * t) * np.abs(kinks)))
                    for t in temps])
assert np.all(np.diff(by_temp) < 0)

# Overhangs one column wide: self-avoiding paths on two neighbouring lines
MAX_EDGES = 20
paths = []


def extend(line, y, edges, crossings, visited):
    if line == 1:
        paths.append((y, edges, crossings))
    if edges == MAX_EDGES:
        return
    for new in ((1 - line, y), (line, y + 1), (line, y - 1)):
        if new not in visited:
            visited.add(new)
            extend(new[0], new[1], edges + 1,
                   crossings + (new[0] != line), visited)
            visited.remove(new)


extend(0, 0, 0, 0, {(0, 0)})
end_y, edges, crossings = np.array(paths).T
path_weight = z ** (edges - 1.0)            # one horizontal edge is the norm
single = np.exp(-x * np.abs(kinks))
S0, S2 = single.sum(), np.sum(kinks ** 2 * single)
plain = crossings == 1
assert abs(path_weight[plain].sum() / S0 ** 2 - 1) < 1e-8
O0 = path_weight[~plain].sum()
O2 = np.sum(end_y[~plain] ** 2 * path_weight[~plain])
growth = (S0 + np.sqrt(S0 ** 2 + 4 * O0)) / 2
msk_over = (S2 * growth + O2) / ((2 * growth - S0) * growth)
# the same from the recursion for the partition function, run explicitly
q = 0.01
Sq = np.sum(single * np.cos(q * kinks))
Oq = np.sum(path_weight[~plain] * np.cos(q * end_y[~plain]))
ratios = []
for s_val, o_val in ((S0, O0), (Sq, Oq)):
    older, newer = 1.0, s_val
    for _ in range(60):
        older, newer = newer, s_val * newer + o_val * older
    ratios.append(newer / older)
assert abs(2 * np.log(ratios[0] / ratios[1]) / q ** 2 / msk_over - 1) < 1e-3
stiff_over = unit / msk_over

# Other changes of the model
extra = 0.02                                # eV per kink of any height
w_extra = np.exp(-x * np.abs(kinks) - (kinks != 0) * extra / kT)
stiff_extra = unit / mean_square_kink(w_extra)
w_one = np.where(np.abs(kinks) <= 1, single, 0.0)
stiff_one = unit / mean_square_kink(w_one)
stiff_low = unit * stiffness_zero_tilt(0.9 * x)
stiff_high = unit * stiffness_zero_tilt(1.1 * x)


def percent(value):
    return 100 * (value / stiff - 1)


print(f"kink energy E: {E:.3f} eV")
print(f"lattice spacing a: {a:.3f} nm")
print(f"temperature T: {T:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"E/kT: {x:.4f} (no unit)")
print(f"Boltzmann factor z = exp(-E/kT): {z:.4f} (no unit)")
print(f"sinh^2(E/2kT): {np.sinh(x / 2) ** 2:.4f} (no unit)")
print(f"prefactor 2kT/a: {2 * unit:.4f} eV/nm")
print(f"mean square kink, explicit sum: {msk:.4f} (units of a^2)")
print(f"stiffness, formula: {stiff:.4f} eV/nm")
print(f"stiffness, formula: {stiff * constants.e * 1e21:.2f} pJ/m")
print(f"stiffness, beta differentiated in angle: {stiff_angle:.4f} eV/nm")
print(f"stiffness, 4000 columns with fixed ends: {unit * curv:.4f} eV/nm")
print(f"low-temperature form at 900 K: {unit * np.exp(x) / 2:.4f} eV/nm")
print(f"high-temperature form at 900 K: {unit * x * x / 2:.4f} eV/nm")
for t, value in zip(temps, by_temp):
    print(f"stiffness at {t:.0f} K: {value:.4f} eV/nm")
for degrees in (10, 30, 45):
    value = unit * stiffness_tilted(x, np.radians(degrees))
    print(f"stiffness at tilt {degrees} deg: {value:.4f} eV/nm")
print(f"segment length: {length:.0f} nm")
print(f"columns in segment: {columns}")
print(f"rms wander over segment: {np.sqrt(variance):.3f} nm")
print(f"terrace width: {terrace:.0f} nm")
print(f"chance of end wander >= half terrace: {100 * chance_far:.2f} %")
print(f"stiffness with narrow overhangs: {stiff_over:.4f} eV/nm")
print(f"change from narrow overhangs: {percent(stiff_over):.2f} %")
print(f"extra energy per kink: {extra:.3f} eV")
print(f"stiffness with extra kink energy: {stiff_extra:.4f} eV/nm")
print(f"change from extra kink energy: {percent(stiff_extra):.1f} %")
print(f"change if E is 10 % lower: {percent(stiff_low):.1f} %")
print(f"change if E is 10 % higher: {percent(stiff_high):.1f} %")
print(f"stiffness, kinks of height one only: {stiff_one:.4f} eV/nm")
print(f"change from height-one restriction: {percent(stiff_one):.1f} %")
print("tests ok")
```

Running it gives:

```
kink energy E: 0.150 eV
lattice spacing a: 0.400 nm
temperature T: 900 K
thermal energy kT: 0.07756 eV
E/kT: 1.9341 (no unit)
Boltzmann factor z = exp(-E/kT): 0.1446 (no unit)
sinh^2(E/2kT): 1.2656 (no unit)
prefactor 2kT/a: 0.3878 eV/nm
mean square kink, explicit sum: 0.3951 (units of a^2)
stiffness, formula: 0.4908 eV/nm
stiffness, formula: 78.63 pJ/m
stiffness, beta differentiated in angle: 0.4908 eV/nm
stiffness, 4000 columns with fixed ends: 0.4911 eV/nm
low-temperature form at 900 K: 0.6706 eV/nm
high-temperature form at 900 K: 0.3626 eV/nm
stiffness at 500 K: 1.6445 eV/nm
stiffness at 700 K: 0.7619 eV/nm
stiffness at 900 K: 0.4908 eV/nm
stiffness at 1100 K: 0.3640 eV/nm
stiffness at 1500 K: 0.2431 eV/nm
stiffness at tilt 10 deg: 0.4257 eV/nm
stiffness at tilt 30 deg: 0.2722 eV/nm
stiffness at tilt 45 deg: 0.2522 eV/nm
segment length: 100 nm
columns in segment: 250
rms wander over segment: 3.975 nm
terrace width: 20 nm
chance of end wander >= half terrace: 1.39 %
stiffness with narrow overhangs: 0.4826 eV/nm
change from narrow overhangs: -1.67 %
extra energy per kink: 0.020 eV
stiffness with extra kink energy: 0.5987 eV/nm
change from extra kink energy: 22.0 %
change if E is 10 % lower: -23.4 %
change if E is 10 % higher: 28.7 %
stiffness, kinks of height one only: 0.8645 eV/nm
change from height-one restriction: 76.2 %
tests ok
```
